# Linear Polarization of Resonance Fluorescence at Right Angles: verification in Python

```python
# Result under test: linear polarization P = (I_par - I_perp)/(I_par + I_perp)
# of resonance fluorescence J -> J' -> J seen at 90 degrees, for incident light
# polarized perpendicular to the plane of incident and observed directions.
# J' = J+1: P = (2J'^2+5J'+3)/(14J'^2-5J'+1)
# J' = J  : P = (4X-3)/(8X-1), X = J'(J'+1)
# J' = J-1: P = (2J'^2-J')/(14J'^2+33J'+20)
# Symbols: J lower level, J' upper level, V dipole operator from J to J' scaled
# so that sum_j V_j V_j^dagger = 1, a_m = |<J'm|V_z|Jm>|^2, I nuclear spin,
# F total angular momentum, Gamma decay rate, A hyperfine constant (hbar = 1).
from fractions import Fraction as Fr
import numpy as np

EPS = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    EPS[i, j, k] = 1.0
    EPS[j, i, k] = -1.0
XHAT, YHAT, ZHAT = np.eye(3)


def spin_matrices(j):
    j = float(j)
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    raising = raising.astype(complex)
    lowering = raising.conj().T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j,
                     np.diag(m).astype(complex)])


def vector_operator(j_low, j_up):
    """Solve J_i V_j - V_j J_i = i eps_ijk V_k for the block from J to J'."""
    low, up = spin_matrices(j_low), spin_matrices(j_up)
    nl, nu = low.shape[1], up.shape[1]
    n = nl * nu
    rows = []
    for i in range(3):
        commutator = np.kron(up[i], np.eye(nl)) - np.kron(np.eye(nu), low[i].T)
        for j in range(3):
            row = np.zeros((n, 3 * n), complex)
            row[:, j * n:(j + 1) * n] += commutator
            for k in range(3):
                row[:, k * n:(k + 1) * n] -= 1j * EPS[i, j, k] * np.eye(n)
            rows.append(row)
    _, sing, vh = np.linalg.svd(np.vstack(rows), full_matrices=False)
    assert sing[-1] < 1e-10 and sing[-2] > 1e-3   # one solution up to scale
    v = vh[-1].conj().reshape(3, nu, nl)
    total = sum(c @ c.conj().T for c in v)
    v = v / np.sqrt(np.trace(total).real / nu)
    total = sum(c @ c.conj().T for c in v)
    assert np.allclose(total, np.eye(nu), atol=1e-10)
    return v


def along(v, e):
    return np.tensordot(e, v, axes=1)


def intensity(v, e_in, e_out, middle=None):
    """Sum of |amplitude|^2 over all initial and final substates."""
    up = along(v, e_in)
    if middle is not None:
        up = middle @ up
    return np.sum(np.abs(along(v, e_out).conj().T @ up) ** 2)


def degree(i_par, i_perp):
    return (i_par - i_perp) / (i_par + i_perp)


def formula(j_low, j_up):
    u = Fr(j_up)
    if j_up == j_low + 1:
        return (2*u*u + 5*u + 3) / (14*u*u - 5*u + 1)
    if j_up == j_low:
        x = u * (u + 1)
        return (4*x - 3) / (8*x - 1)
    return (2*u*u - u) / (14*u*u + 33*u + 20)


def substate_formula(j_low, j_up, m):
    u = float(j_up)
    if j_up == j_low + 1:
        return (u*u - m*m) / (u * (2*u - 1))
    if j_up == j_low:
        return m*m / (u * (u + 1))
    return ((u + 1)**2 - m*m) / ((u + 1) * (2*u + 3))


# General J -> J': amplitudes in a rotated frame against the closed forms
rng = np.random.default_rng(7)
frame, _ = np.linalg.qr(rng.normal(size=(3, 3)))
ex, ey, ez = frame.T
checked = 0
for twice_up in range(0, 8):
    ju = Fr(twice_up, 2)
    m = float(ju) - np.arange(twice_up + 1)
    x = float(ju * (ju + 1))
    assert np.isclose(np.sum((3*m*m - x)**2),
                      (twice_up + 1) * x * (4*x - 3) / 5, atol=1e-9)
    for jl in (ju - 1, ju, ju + 1):
        if jl < 0 or (jl == 0 and ju == 0):
            continue
        v = vector_operator(jl, ju)
        a = np.diag(v[2] @ v[2].conj().T).real
        assert np.allclose(a, substate_formula(jl, ju, m), atol=1e-9)
        assert np.isclose(a.sum(), (twice_up + 1) / 3)
        par, perp = intensity(v, ez, ez), intensity(v, ez, ex)
        assert np.isclose(par, np.sum(a*a), atol=1e-9)
        assert np.isclose(perp, np.sum(a*(1 - a)) / 2, atol=1e-9)
        p = degree(par, perp)
        assert abs(p - float(formula(jl, ju))) < 1e-9
        # unpolarized incident beam: average of two transverse polarizations
        par_u = (par + intensity(v, ey, ez)) / 2
        perp_u = (perp + intensity(v, ey, ex)) / 2
        assert abs(degree(par_u, perp_u) - p / (2 - p)) < 1e-9
        checked += 1
print("J, J' pairs checked:", checked)

half = Fr(1, 2)
named = [("0-1", Fr(0), Fr(1), 1.0), ("D2", half, 3*half, 0.6),
         ("D1", half, half, 0.0)]
for name, jl, ju, claimed in named:
    v = vector_operator(jl, ju)
    a = np.diag(v[2] @ v[2].conj().T).real
    par, perp = intensity(v, ZHAT, ZHAT), intensity(v, ZHAT, XHAT)
    p = degree(par, perp)
    assert abs(p - claimed) < 1e-9
    p_unpol = degree(par + intensity(v, YHAT, ZHAT),
                     perp + intensity(v, YHAT, XHAT))
    print(name, "a_m from m=J' down:", " ".join(f"{abs(t):.4f}" for t in a))
    print(f"{name} I_par = {par:.4f}, I_perp = {abs(perp):.4f} (relative)")
    print(f"{name} P = {100*abs(p):.2f} percent")
    print(f"{name} P, unpolarized beam = {100*abs(p_unpol):.2f} percent")
    print(f"{name} share of light in I_par = {100*par/(par+perp):.2f} percent")

print("Other transitions, P in percent:")
for jl, ju in [(1, 0), (1, 1), (1, 2), (2, 1), (2, 2), (2, 3),
               (3*half, half), (3*half, 3*half), (3*half, 5*half)]:
    v = vector_operator(jl, ju)
    p = degree(intensity(v, ZHAT, ZHAT), intensity(v, ZHAT, XHAT))
    print(f"  J={jl} -> J'={ju}: {100*abs(p):.2f} (fraction {formula(jl, ju)})")

# Separate route: s-p atom with electron spin, levels from diagonalizing L.S
orbital = -1j * EPS                       # L_i in the basis p_x, p_y, p_z
electron = spin_matrices(half)
ls = sum(np.kron(orbital[i], electron[i]) for i in range(3))
values, vectors = np.linalg.eigh(ls)
w1, w3 = vectors[:, values < 0], vectors[:, values > 0]
assert w1.shape[1] == 2 and w3.shape[1] == 4
proj1, proj3 = w1 @ w1.conj().T, w3 @ w3.conj().T
dip = np.array([np.kron(np.eye(3)[:, [j]], np.eye(2)) for j in range(3)])


def sp_degree(middle):
    return degree(intensity(dip, ZHAT, ZHAT, middle),
                  intensity(dip, ZHAT, XHAT, middle))


assert abs(sp_degree(proj1)) < 1e-10
assert abs(sp_degree(proj3) - 0.6) < 1e-10
splitting = 1000.0                        # fine-structure splitting / Gamma


def both_lines(detuning):                 # detuning from D1, in Gamma
    return sp_degree(proj1 / (detuning + 0.5j)
                     + proj3 / (detuning - splitting + 0.5j))


on_d1, on_d2 = both_lines(0.0), both_lines(splitting)
far = both_lines(-100 * splitting)
assert abs(on_d1) < 1e-5 and abs(on_d2 - 0.6) < 1e-5 and far > 0.999
print(f"Fine-structure splitting = {splitting:.0f} Gamma")
print(f"P on D1 with D2 amplitude included = {100*on_d1:.5f} percent")
print(f"P on D2 with D1 amplitude included = {100*on_d2:.5f} percent")
print(f"P at 100 splittings below D1 = {100*far:.3f} percent")

# Nuclear spin I = 3/2
nuc = 3 * half
nuclear = spin_matrices(nuc)
one_nuc = np.eye(4)


def coupling(j):
    s = spin_matrices(j)
    return sum(np.kron(s[i], nuclear[i]) for i in range(3))


def level_projectors(j):
    vals, vecs = np.linalg.eigh(coupling(j))
    result = {}
    f = abs(j - nuc)
    while f <= j + nuc:
        target = float(f*(f + 1) - j*(j + 1) - nuc*(nuc + 1)) / 2
        w = vecs[:, np.abs(vals - target) < 1e-8]
        assert w.shape[1] == int(2*f + 1)
        result[int(f)] = w @ w.conj().T
        f += 1
    return result


def with_nucleus(ju):
    return np.array([np.kron(c, one_nuc) for c in vector_operator(half, ju)])


def broadband_degree(ju, ratio):
    """White-light excitation, evolution under A I.J', decay; ratio = A/Gamma."""
    v = with_nucleus(ju)
    vals, vecs = np.linalg.eigh(coupling(ju))
    created = along(v, ZHAT) @ along(v, ZHAT).conj().T
    created = vecs.conj().T @ created @ vecs
    integral = 1 / (1 + 1j * ratio * (vals[:, None] - vals[None, :]))
    averaged = vecs @ (created * integral) @ vecs.conj().T
    signal = [np.trace(along(v, e) @ along(v, e).conj().T @ averaged).real
              for e in (ZHAT, XHAT)]
    return degree(*signal)


v_d2 = with_nucleus(3*half)
levels = level_projectors(3*half).values()
separate = degree(sum(intensity(v_d2, ZHAT, ZHAT, q) for q in levels),
                  sum(intensity(v_d2, ZHAT, XHAT, q) for q in levels))
d2_values = [broadband_degree(3*half, r) for r in (0.0, 1.0, 1e4)]
assert abs(d2_values[0] - 0.6) < 1e-10
assert abs(d2_values[2] - separate) < 1e-6
assert d2_values[0] > d2_values[1] > d2_values[2] > 0
for r, p in zip((0.0, 1.0, 1e4), d2_values):
    assert abs(broadband_degree(half, r)) < 1e-10
    print(f"I=3/2, D2 broadband, A/Gamma={r:g}: P = {100*p:.2f} percent")
print(f"I=3/2, D1 broadband, A/Gamma=1: P = "
      f"{100*abs(broadband_degree(half, 1.0)):.2f} percent")

v_d1 = with_nucleus(half)
level = level_projectors(half)            # same F values in both D1 levels
everything = np.eye(8)


def resolved_degree(first, middle, last):
    out = []
    for e in (ZHAT, XHAT):
        amp = last @ along(v_d1, e).conj().T @ middle @ along(v_d1, ZHAT) @ first
        out.append(np.sum(np.abs(amp)**2))
    return degree(*out)


same = resolved_degree(level[2], level[2], level[2])
other = resolved_degree(level[2], level[2], level[1])
only_excitation = resolved_degree(level[2], level[2], everything)
only_detection = resolved_degree(everything, level[2], level[2])
assert abs(same - float(formula(2, 2))) < 1e-9
assert other < -0.1
assert abs(only_excitation) < 1e-9 and abs(only_detection) < 1e-9
print(f"D1 resolved F=2 -> F'=2 -> F=2: P = {100*same:.2f} percent")
print(f"D1 resolved F=2 -> F'=2 -> F=1: P = {100*other:.2f} percent")
print(f"D1 only excitation resolved: P = {100*abs(only_excitation):.2f} percent")
print(f"D1 only detection resolved: P = {100*abs(only_detection):.2f} percent")
print("finished without a failed check")
```

Printed output:

```
J, J' pairs checked: 21
0-1 a_m from m=J' down: 0.0000 1.0000 0.0000
0-1 I_par = 1.0000, I_perp = 0.0000 (relative)
0-1 P = 100.00 percent
0-1 P, unpolarized beam = 100.00 percent
0-1 share of light in I_par = 100.00 percent
D2 a_m from m=J' down: 0.0000 0.6667 0.6667 0.0000
D2 I_par = 0.8889, I_perp = 0.2222 (relative)
D2 P = 60.00 percent
D2 P, unpolarized beam = 42.86 percent
D2 share of light in I_par = 80.00 percent
D1 a_m from m=J' down: 0.3333 0.3333
D1 I_par = 0.2222, I_perp = 0.2222 (relative)
D1 P = 0.00 percent
D1 P, unpolarized beam = 0.00 percent
D1 share of light in I_par = 50.00 percent
Other transitions, P in percent:
  J=1 -> J'=0: 0.00 (fraction 0)
  J=1 -> J'=1: 33.33 (fraction 1/3)
  J=1 -> J'=2: 44.68 (fraction 21/47)
  J=2 -> J'=1: 1.49 (fraction 1/67)
  J=2 -> J'=2: 44.68 (fraction 21/47)
  J=2 -> J'=3: 32.14 (fraction 9/28)
  J=3/2 -> J'=1/2: 0.00 (fraction 0)
  J=3/2 -> J'=3/2: 41.38 (fraction 12/29)
  J=3/2 -> J'=5/2: 36.84 (fraction 7/19)
Fine-structure splitting = 1000 Gamma
P on D1 with D2 amplitude included = 0.00011 percent
P on D2 with D1 amplitude included = 60.00002 percent
P at 100 splittings below D1 = 99.998 percent
I=3/2, D2 broadband, A/Gamma=0: P = 60.00 percent
I=3/2, D2 broadband, A/Gamma=1: P = 24.24 percent
I=3/2, D2 broadband, A/Gamma=10000: P = 18.97 percent
I=3/2, D1 broadband, A/Gamma=1: P = 0.00 percent
D1 resolved F=2 -> F'=2 -> F=2: P = 44.68 percent
D1 resolved F=2 -> F'=2 -> F=1: P = -63.64 percent
D1 only excitation resolved: P = 0.00 percent
D1 only detection resolved: P = 0.00 percent
finished without a failed check
```
